\section*{Wannier Interpolation of the Berry Curvature Summed over Occupied Bands, part 3}

The problem is to compute the Berry curvature, summed over bands with occupations $f_n$, by Wannier interpolation. Here $\partial_\alpha=\partial/\partial k_\alpha$ and $A_{\alpha,nm}=i\langle u_n|\partial_\alpha u_m\rangle$. Wannier functions $|\mathbf Rn\rangle$ give
\begin{align}
H^W_{nm}&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat H|\mathbf Rm\rangle,\qquad
\partial_\alpha H^W_{nm}=\sum_{\mathbf R}iR_\alpha e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat H|\mathbf Rm\rangle ,\label{eq:HW}\\
A^W_{\alpha,nm}&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle,\label{eq:AW}\\
\Omega^W_{\alpha\beta,nm}&=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,i\big(R_\alpha\langle\mathbf 0n|\hat r_\beta|\mathbf Rm\rangle-R_\beta\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle\big).\label{eq:OW}
\end{align}
The unitary $U$ diagonalizes $H^W$, with energies $E_n$ and states $|u^H\rangle=|u^W\rangle U$. With $\bar X=U^\dagger X^WU$, $\bar H_\alpha=U^\dagger(\partial_\alpha H^W)U$ and $D_\alpha=U^\dagger\partial_\alpha U$,
\begin{align}
A^H_\alpha&=\bar A_\alpha+iD_\alpha ,\label{eq:AH}\\
\partial_\alpha E_n&=\bar H_{\alpha,nn},\qquad D_{\alpha,nm}=\frac{\bar H_{\alpha,nm}}{E_m-E_n}\quad(E_n\neq E_m),\label{eq:D}\\
\Omega^H_{\alpha\beta}&=\bar\Omega_{\alpha\beta}-[D_\alpha,\bar A_\beta]+[D_\beta,\bar A_\alpha]-i[D_\alpha,D_\beta],\label{eq:OH}\\
\Omega_n&=\bar\Omega_{nn}+\sum_mP_{nm}.\label{eq:band}
\end{align}
$P_{nm}=-P_{mn}$ is state $m$'s contribution to the $nn$ element of the commutator terms; $D_{nn}$ drops out of $\Omega_n$. The sum is
\begin{align}
\Omega(\mathbf k)&\equiv\sum_nf_n\Omega_n=T_{\bar\Omega}+T_{DA}+T_{DD},\label{eq:main}\\
T_{\bar\Omega}&=\sum_nf_n\bar\Omega_{\alpha\beta,nn},\\
T_{DA}&=\sum_{nm}(f_m-f_n)(D_{\alpha,nm}\bar A_{\beta,mn}-D_{\beta,nm}\bar A_{\alpha,mn}),\\
T_{DD}&=i\sum_{nm}(f_m-f_n)D_{\alpha,nm}D_{\beta,mn}.
\end{align}
The first two are the position terms; $T_{DD}$ has the Kubo form. With $\rho=UfU^\dagger$, $f=\mathrm{diag}(f_n)$,
\begin{equation}
\partial_x\mathrm{Tr}[\rho A_y^W]-\partial_y\mathrm{Tr}[\rho A_x^W]=T_{\bar\Omega}+T_{DA}+\sum_nf'(E_n)\,(\bar H_{x,nn}\bar A_{y,nn}-\bar H_{y,nn}\bar A_{x,nn}),\label{eq:curl}
\end{equation}
\begin{equation}
\int d^2k\,(T_{\bar\Omega}+T_{DA})=\int d^2k\sum_n\frac{f_n(1-f_n)}{k_BT}\,(\bar H_{x,nn}\bar A_{y,nn}-\bar H_{y,nn}\bar A_{x,nn}).\label{eq:FS}
\end{equation}
At the centre of a line anticrossing with gap $\delta$, and local traceless Hamiltonian $\varepsilon\sigma_z+\Delta(\cos\phi\,\sigma_x+\sin\phi\,\sigma_y)$ in a smooth basis $\{u_p,u_q\}$,
\begin{equation}
\Omega_1\simeq-\Omega_2\simeq-\frac1\delta\,\big[\nabla\varepsilon\times(\nabla\phi+\mathbf A_{pp}-\mathbf A_{qq})\big]_z .\label{eq:anti}
\end{equation}
A gauge change $|u^W\rangle\to|u^W\rangle W$ adds $\Lambda_\alpha=iU^\dagger(\partial_\alpha W)W^\dagger U$ to $\bar A_\alpha$ and preserves the total. For charge $-e$, $\sigma_{xy}=-\frac{e^2}{\hbar}\int\frac{d^2k}{(2\pi)^2}\,\Omega(\mathbf k)$, in siemens; for an insulator this is $-(e^2/h)\,C$, with $C=\frac1{2\pi}\int d^2k\,\Omega$.

\section{Implementation}

At each $\mathbf k$ of the fine mesh the operations are these.
\begin{enumerate}
\item Evaluate the Fourier sums \eqref{eq:HW}, \eqref{eq:AW} and \eqref{eq:OW} over one and the same set of $\mathbf R$. Then $\Omega^W$ is exactly the curl of the truncated $A^W$, and \eqref{eq:curl} and \eqref{eq:FS} hold for the truncated model.
\item Take the Hermitian part of each matrix. The exact elements obey $\langle\mathbf 0n|\hat r|\mathbf Rm\rangle=\langle\mathbf 0m|\hat r|{-\mathbf R},n\rangle^*$, by translation and orthogonality as before; approximate ones may not.
\item Diagonalize $H^W$ and rotate the remaining matrices with $U$.
\item Form $w_{nm}=f_m-f_n$, compute $D_{nm}$ from \eqref{eq:D} only where $w_{nm}\neq0$, and set it to zero elsewhere. With occupations that are exactly $0$ or $1$, no degeneracy threshold is needed for equally occupied states. At finite temperature a pair that is degenerate up to rounding can have a tiny nonzero $w_{nm}$; the pair contribution to $T_{DD}$ is then proportional to $f'\,\mathrm{Im}(\bar H_{\alpha,nm}\bar H_{\beta,mn})$ divided by a gap of rounding size. On a line crossing the numerator is itself a rounding error; at a point touching it can be of the order of the squared gradient and depends on the basis that the diagonalization returns. Such pairs need an energy threshold.
\item Accumulate the three terms by elementwise products with transposed, not conjugated, matrices, and keep them separate for diagnostics.
\end{enumerate}
On an $N\times N$ coarse mesh with odd $N$, the set $|R_x|,|R_y|\le(N-1)a/2$ is symmetric under $\mathbf R\to-\mathbf R$ and contains each class of supercell-equivalent vectors once. For even $N$ the boundary vectors must be shared between their images. If the position elements come from finite differences of overlaps on the coarse mesh instead of real-space sums, a centred difference carries an error of second order in the mesh spacing, and the exponential convergence reported below applies to $T_{DD}$ only.

\section{Worked example}

\subsection{Model and reference}

The model has round parameters and describes no material. Energies are in eV and lengths in nm. A square lattice with $a=0.30$ nm carries six point orbitals: $\mathsf A,\mathsf B$ at the origin, $\mathsf C$ at $(\frac12,\frac12)a$, $\mathsf D$ at $(\frac12,0)a$, and $\mathsf E,\mathsf F$ at $(0,\frac12)a$, with on-site energies $1,-1,-2,6,6,6$ eV. With $x=k_xa$, $y=k_ya$, $t=0.50$ eV, hybridization $\eta=0.80$ eV and $g=0.05$ eV, the periodic Bloch matrix has, besides the on-site terms and Hermitian partners,
\begin{align}
H_{\mathsf{AA}}&=-H_{\mathsf{BB}}=2t(\cos x+\cos y), & H_{\mathsf{AB}}&=2t(\sin x-i\sin y),\nonumber\\
H_{\mathsf{AD}}&=\eta(1+e^{-ix}), & H_{\mathsf{BD}}&=\eta(1-e^{-ix}),\nonumber\\
H_{\mathsf{AE}}&=\eta(1+e^{-iy}), & H_{\mathsf{BE}}&=i\eta(1-e^{-iy}),\nonumber\\
H_{\mathsf{CF}}&=\eta(1+e^{ix}), & H_{\mathsf{CA}}&=g(1+e^{ix})(1+e^{iy}).
\end{align}
$\mathsf A$ and $\mathsf B$ form a Qi--Wu--Zhang pair, and the nearly flat $\mathsf C$ band cuts through its lower branch. On a $150\times150$ mesh the smallest direct gap is $4.208$ eV between bands 3 and 4 and $1.129$ eV between bands 2 and 3; the mesh misses the zone corner, where the latter gap is $1.128$ eV. Band 2 ends at $-1.000$ eV and band 3 runs from $0.128$ to $1.792$ eV. The first two of these edges agree with the zone corner $x=y=\pi$, where $\mathsf A$ decouples at $1-2=-1$ eV and $\mathsf B$, at $+1$ eV, couples to one combination of $\mathsf D,\mathsf E$ with squared strength $2(2\eta)^2=5.12$ eV$^2$, giving $3.5-\sqrt{6.25+5.12}=0.128$ eV.

The three low bands are the Wannier group. With $c(\mathbf k)$ the $6\times3$ matrix of their eigenvectors, the orbitals $\mathsf A,\mathsf B,\mathsf C$ are projected on the group, $Y=cc^\dagger$ restricted to its first three columns, and orthonormalized symmetrically (L\"owdin), $V=Y(Y^\dagger Y)^{-1/2}$. $V$ depends only on the projector $cc^\dagger$ and is smooth wherever $Y^\dagger Y$, the $\mathsf{ABC}$ block of that projector, is nonsingular. It could be singular only if a combination of $\mathsf A,\mathsf B,\mathsf C$ lay wholly in the upper three bands. These lie at or above $6$ eV, by eigenvalue interlacing with the $\mathsf{DEF}$ block, whereas the $\mathsf{ABC}$ block of $H$ has no eigenvalue above $3$ eV plus $4g$, so this never happens. The amplitude of Wannier function $n$ on orbital $j$ in cell $\mathbf R$ is $w_{jn}(\mathbf R)=N^{-2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}V_{jn}$, and since position is diagonal in point orbitals,
\begin{equation}
\langle\mathbf 0n|\hat r_\alpha|\mathbf Rm\rangle=\sum_{\mathbf R'j}w^*_{jn}(\mathbf R')\,(R'_\alpha+\tau_{j\alpha})\,w_{jm}(\mathbf R'-\mathbf R).
\end{equation}
The coarse mesh has $N=31$. The references use the six-orbital states directly, with cell-periodic amplitudes $e^{-i\mathbf k\cdot\boldsymbol\tau_j}c_j$. One is the Berry phase of a small counterclockwise plaquette. Each overlap matrix is $1-i\mathbf A\cdot d\mathbf k$, its determinant has phase $-\mathrm{Tr}\,\mathbf A\cdot d\mathbf k$, and by Stokes' theorem minus the phase of the product of four determinants, divided by the area, tends to the summed curvature of the chosen bands. The other is the Kubo sum over all six bands. The program and its output follow this text.

\subsection{The anticrossing point}

The point $\mathbf k_0=(6.15310,\,3.07655)$ nm$^{-1}$ is where bands 1 and 2 cross at $g=0$ on the ray $k_x=2k_y$. At $g=0.05$ eV the levels are $-2.15631$, $-2.07618$ and $1.25724$ eV, so $\delta=0.08013$ eV, and $|D_{x,12}|=1.027$ nm against $0.024$ nm and $0.027$ nm for the pairs 13 and 23. At this point the program asserts, against centred finite differences of explicit six-component states (of the $3\times3$ matrix $U$ in the case of \eqref{eq:D}), \eqref{eq:AW} to $10^{-6}$, \eqref{eq:OW} to $10^{-5}$, and the $x$ component of \eqref{eq:AH}, \eqref{eq:D} and the full matrix \eqref{eq:OH} to $10^{-4}$, each relative to the largest element of the reference matrix. In the phase convention of that test the diagonal $|D_{x,nn}|$ is $0.058$, $0.062$ and $0.007$ nm, not zero.

Equation \eqref{eq:band} is evaluated with the diagonal of $D$ set to zero. In nm$^2$,
\begin{align}
\Omega_1&=0.000061+0.084045+0.000218\approx+0.08432,\nonumber\\
\Omega_2&=0.000059-0.084045+0.000513\approx-0.08347,\\
\Omega_3&=-0.000440-0.000218-0.000513\approx-0.00117,\nonumber
\end{align}
the entries being $\bar\Omega_{nn}$ and the two $P_{nm}$. The plaquettes give $0.084325$, $-0.083473$ and $-0.001172$ nm$^2$, and agreement is asserted to $10^{-5}$ of the largest value. The three curvatures add to $-0.000320$ nm$^2$, which is $\mathrm{Tr}\,\bar\Omega=0.000061+0.000059-0.000440$: with all three bands filled every $P$ cancels.

With two bands filled, $P_{12}$ is never computed and
\begin{equation}
T_{\bar\Omega}+T_{DA}+T_{DD}=0.0001205+0.0000797+0.0006517=0.0008519\ \mathrm{nm}^2 ,
\end{equation}
equal to the determinant plaquette, $0.0008519$ nm$^2$, with an asserted bound of $10^{-6}a^2$ on the difference. The sum is about one hundredth of either band curvature, and $T_{DA}+T_{DD}=0.000731$ nm$^2$ is $P_{13}+P_{23}$. The position terms give $0.0002002$ nm$^2$, about $23.5\%$ of the total at this point, and match a finite-difference curl of $\mathrm{Tr}[\rho A^W]$, $0.0002002$ nm$^2$, as \eqref{eq:curl} requires.

Moving the origin by $(0.3a,0.2a)$ leaves the three terms unchanged, within an asserted $10^{-7}a^2$. Moving function $\mathsf B$ by one cell along $x$ gives $0.0008886+0.0121889-0.0122256=0.0008519$ nm$^2$. The total is the same, $T_{DD}$ has changed sign and is about fourteen times the total in magnitude, so keeping $T_{DD}$ alone in that gauge gives the wrong sign.

\subsection{Closing the gap, and temperature}

As $g$ decreases at fixed $\mathbf k_0$ (gap in eV, curvatures in nm$^2$):
\begin{center}
\begin{tabular}{ccccc}
$g$ (eV) & $\delta$ & $\Omega_1$ & $\Omega_2$ & Eq.~\eqref{eq:main}\\
$10^{-2}$ & $1.6022\times10^{-2}$ & $0.4223$ & $-0.4214$ & $0.0008477$\\
$10^{-3}$ & $1.6022\times10^{-3}$ & $4.2201$ & $-4.2192$ & $0.0008475$\\
$10^{-4}$ & $1.6022\times10^{-4}$ & $42.1969$ & $-42.1961$ & $0.0008475$
\end{tabular}
\end{center}
The product $\Omega_1\delta$ is $4.2201\times1.6022\times10^{-3}=6.761\times10^{-3}$ and $42.1969\times1.6022\times10^{-4}=6.761\times10^{-3}$ eV\,nm$^2$ in the last two rows, the constancy predicted by \eqref{eq:anti}. The program asserts it within $2\%$; it does not evaluate the coefficient in \eqref{eq:anti} separately. The ratio $\delta/g=1.6022$ is a pure number set by the Bloch matrix, which does not contain the elementary charge, so the resemblance of the digits is accidental. At $g=0$ the pair is degenerate and the band curvatures are undefined, yet the terms are $0.0001211$, $0.0000668$ and $0.0006597$ nm$^2$, with total $0.0008475$ nm$^2$ equal to the plaquette. Each term is asserted to be unchanged, within $10^{-7}a^2$, under a random unitary mixing of the two eigenvectors.

For $g=0.05$ eV, $T=300$ K ($k_BT=0.02585$ eV) and the Fermi level midway in the small gap, at $-2.11625$ eV, the occupations are $f_1=0.82487$ and $f_2=0.17513$. The remainder is $(0.82487-0.17513)\times0.084045\approx0.05461$ nm$^2$, nearly all of the total $0.054939$ nm$^2$. The reference $0.82487\times0.084325-0.17513\times0.083473\approx0.05494$ nm$^2$ agrees. Both levels are partly filled here, and discarding the pair would lose the answer.

\subsection{Convergence with the coarse mesh}

The largest absolute error of the two-band curvature on $7\times7$ points off the coarse mesh, measured against the six-band Kubo sum, is $8.1\times10^{-4}$, $4.5\times10^{-6}$, $1.7\times10^{-9}$ and $1.3\times10^{-15}$ nm$^2$ for $N=5,9,15,31$. For scale, the largest $|T_{DD}|$ on the fine mesh is $0.1305$ nm$^2$. The range of $\mathbf R$ is $2$, $4$, $7$ and $15$ cells. The first two steps reduce the error by $\ln(8.1\times10^{-4}/4.5\times10^{-6})/2\approx2.6$ and $\ln(4.5\times10^{-6}/1.7\times10^{-9})/3\approx2.6$ powers of $e$ per cell, consistent with exponential decay in this model. That rate would put $N=31$ below the printed value, which is presumably limited by floating-point rounding; this last reading is a conjecture. The program asserts only a reduction by more than a factor of five in each of the first two steps and a final error below $10^{-7}a^2$.

\subsection{Hall conductance}

With two filled bands at zero temperature, a lattice plaquette sum over the six-orbital states gives $C=-1$. The three terms contribute $+1.47307\times10^{-7}$, $-1.47307\times10^{-7}$ and $3.87405\times10^{-5}$ S. The position terms cancel in the integral, within an asserted $10^{-6}\,e^2/h$, although pointwise they reach $0.001748$ nm$^2$. The total is $\sigma_{xy}=3.87405\times10^{-5}$ S $=1.000000\,e^2/h$, with the sign of $-C$.

With $E_F=0.4$ eV at $300$ K there are $2.0630$ electrons per cell. On a $200\times200$ mesh the terms are $9.4477\times10^{-8}$, $-4.3466\times10^{-9}$ and $2.6032\times10^{-5}$ S. The position terms add to $9.4477\times10^{-8}-0.4347\times10^{-8}=9.013\times10^{-8}$ S, and the Fermi-surface form \eqref{eq:FS} gives $9.013\times10^{-8}$ S, with an asserted bound of $10^{-5}\,e^2/h$ on the difference. The total is $\sigma_{xy}=2.612\times10^{-5}$ S $=0.674\,e^2/h$, as from the six-band Kubo sum on the $150\times150$ mesh, where the interpolated and reference curvatures are asserted to agree pointwise within $10^{-6}a^2$. The position terms make up $0.35\%$ of this conductance, against $23.5\%$ of the curvature at $\mathbf k_0$. The contrast has two causes. First, the total curvature at $\mathbf k_0$ is unusually small: with two filled bands the zone average is $a^2C/2\pi=-0.0143$ nm$^2$, about 17 times larger in magnitude than the $0.0008519$ nm$^2$ found there, and the position terms at $\mathbf k_0$ are only about $1.4\%$ of that average. Second, by \eqref{eq:FS} the position terms largely cancel in the zone integral, which leaves only a contribution from $\bar A_{nn}$ near the Fermi line. The share itself belongs to this model, this filling and this Wannier gauge, since a change of gauge adds $\Lambda_{nn}$ to $\bar A_{nn}$ on the Fermi line, which can change the integral in \eqref{eq:FS}, though not every change of gauge does.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a: 0.30 nm
on-site A B C D E F: 1.0 -1.0 -2.0 6.0 6.0 6.0 eV
hopping t, hybridization h, coupling g: 0.50 0.80 0.05 eV
T: 300 K
kT, E_F of the metal: 0.02585 0.40000 eV
coarse mesh: 31 points per direction
k0: 6.15310 3.07655 1/nm
E1 E2 E3 at k0: -2.15631 -2.07618 1.25724 eV
|Dx_12| |Dx_13| |Dx_23|: 1.02733 0.02382 0.02737 nm
|Dx_nn| in a test phase gauge: 0.05848 0.06174 0.00670 nm
Ombar_nn: 0.000061 0.000059 -0.000440 nm^2
P12 P21 P13 P23: 0.084045 -0.084045 0.000218 0.000513 nm^2
Om_n interpolated: 0.084325 -0.083473 -0.001172 nm^2
Om_n parent plaquette: 0.084325 -0.083473 -0.001172 nm^2
two filled bands: Ombar, DA, DD terms: 0.0001205 0.0000797 0.0006517 nm^2
total, parent determinant plaquette: 0.0008519 0.0008519 nm^2
position terms, curl Tr[P A]: 0.0002002 0.0002002 nm^2
origin moved by (0.3a,0.2a): terms: 0.0001205 0.0000797 0.0006517 nm^2
B moved one cell along x: terms, total: 0.0008886 0.0121889 -0.0122256 0.0008519 nm^2
E_F midway between E1 and E2: -2.11625 eV
f1 f2 there: 0.82487 0.17513 (dimensionless)
remainder (f1-f2)P12, total, sum f*plaquette: 0.054608 0.054939 0.054939 nm^2
g=1e-02 eV: gap 1.6022e-02 eV; Om1 0.4223, Om2 -0.4214, sum 0.0008477 nm^2
g=1e-03 eV: gap 1.6022e-03 eV; Om1 4.2201, Om2 -4.2192, sum 0.0008475 nm^2
g=1e-04 eV: gap 1.6022e-04 eV; Om1 42.1969, Om2 -42.1961, sum 0.0008475 nm^2
g=0 (degenerate): terms, total, plaquette: 0.0001211 0.0000668 0.0006597 0.0008475 0.0008475 nm^2
max error on 7x7 test points, mesh 5 9 15 31: 8.1e-04 4.5e-06 1.7e-09 1.3e-15 nm^2
min direct gap, bands 2-3 and 3-4: 1.129 4.208 eV
top of band 2, bottom and top of band 3: -1.000 0.128 1.792 eV
lattice Chern number of bands 1+2: -1.000000 (dimensionless)
max |position terms|, max |DD|, insulator: 0.001748 0.130531 nm^2
insulator sigma_xy: Ombar, DA, DD: 1.47307e-07 -1.47307e-07 3.87405e-05 S
insulator sigma_xy total: 3.87405e-05 S = 1.000000 e^2/h
metal: electrons per cell: 2.0630 (dimensionless)
metal sigma_xy: Ombar, DA, DD: 9.4477e-08 -4.3466e-09 2.6032e-05 S
metal position terms, Fermi-surface form: 9.0130e-08 9.0130e-08 S
metal total: 200^2 grid, parent Kubo 150^2 grid: 2.6123e-05 2.6123e-05 S
metal sigma_xy total: 0.6743 e^2/h; position share 0.35 %
\end{verbatim}
